Hellmann–Feynman forces from local and separable pseudopotentials in plane waves

## First half: what is left when the energy is differentiated

### Two plane waves on a ring

Put one electron on a ring of length L. Hartree atomic units are used throughout. A fixed ion sits at x = 0 and a movable one at x = R. With g = 2π/L, let each ion contribute one cosine:

V(x) = 2w cos(gx) + 2v cos[g(x − R)].

Take the Bloch wave number g/2 and keep two basis functions, exp(igx/2)/√L and exp(−igx/2)/√L. These change sign after one turn, so the ring carries the boundary condition ψ(x + L) = −ψ(x); equivalently, it is one cell of a chain of period L at the zone boundary. Both have kinetic energy t = g²/8. The potential couples them through its Fourier coefficient at wave number g, called W:

W = w + v exp(−igR) = |W| exp(−iθ).

In this basis the Hamiltonian has t twice on the diagonal, W in the upper right corner and W* in the lower left. The lower state has

c₊ = −exp(−iθ)/√2, c₋ = 1/√2, E = t − |W|.

The first row confirms it: t c₊ + W c₋ = −(t − |W|) exp(−iθ)/√2 = E c₊. Since |W|² = w² + v² + 2wv cos(gR), the force on the movable ion is

F = −dE/dR = d|W|/dR = −g w v sin(gR)/|W|.

Now compute it differently. For any normalized coefficients the energy is t + 2Re(c₊* W c₋). Hold the coefficients at their converged values and differentiate W alone, using dW/dR = −igv exp(−igR):

F_frozen = −2Re[c₊* (−igv) exp(−igR) c₋]
= −Re[igv exp(i(θ − gR))]
= g v sin(θ − gR).

The real and imaginary parts of W give |W| cos θ = w + v cos(gR) and |W| sin θ = v sin(gR). Therefore

sin(θ − gR) = [v sin(gR) cos(gR) − (w + v cos(gR)) sin(gR)]/|W| = −w sin(gR)/|W|,

and F_frozen = F. The coefficient c₊ does change with R, through θ, yet that change contributes nothing to the force.

Three limits are instructive. If w = 0, nothing marks a position on the ring and the force vanishes. If W passes through zero as R changes, which happens for w = v ≠ 0 at gR = π, the two states are degenerate there, E has a cusp, and the force is undefined: it jumps between two finite values of opposite sign. Finally, two waves are a poor basis: V also couples exp(igx/2) to exp(3igx/2), which has been left out, with amplitude W c₊. The state is therefore not an eigenstate of the full Hamiltonian. The force is nevertheless the derivative of the two-wave energy. Whatever removes the response of the coefficients, it is not completeness of the basis.

### The periodic cell and its energy

Consider a three-dimensional cell of fixed shape and volume Ω, lattice vectors T, reciprocal vectors G, and one fixed k-point. Several k-points would add a weighted sum. The orbitals are

ψ_n(r) = Ω^(−1/2) Σ_G c_n(G) exp[i(k+G)·r], |k+G|²/2 < E_cut,

orthonormal over the cell, with fixed occupations f_n. The density is n(r) = Σ_n f_n |ψ_n(r)|². Its Fourier coefficients are

n(G) = Ω^(−1) ∫_cell n(r) exp(−iG·r) d³r.

The energy per cell is

E = E_kin + E_H + E_xc + E_loc + E_nl + E_ion,

with kinetic, Hartree, exchange-correlation, local, nonlocal and ion-ion parts. The pseudopotential is norm-conserving. What matters here is that the orbitals obey ordinary orthonormality, with no overlap operator that depends on the ions.

At fixed coefficients the first three terms do not contain the ion positions: E_kin = ½ Σ_n f_n Σ_G |k+G|² |c_n(G)|², while E_H and E_xc depend on the density, which the coefficients determine. The positions enter through the other three terms.

### Where the ion positions sit

The local potential is a sum over ions and their images, V_loc(r) = Σ_I Σ_T v_I(r − R_I − T). In its Fourier coefficient, the sum over T turns the cell integral into an integral over all space, because exp(−iG·T) = 1. Substituting r = R_I + u then gives

V_loc(G) = Σ_I v_I(G) exp(−iG·R_I), v_I(G) = Ω^(−1) ∫ v_I(u) exp(−iG·u) d³u.

The function v_I(G) belongs to an ion at the origin. The position is confined to the phase, the structure factor of that ion.

The nonlocal part uses projectors β_Ii and a constant Hermitian matrix D_ij for each ion:

E_nl = Σ_n f_n Σ_I Σ_ij P*_Ii,n D_ij P_Ij,n, P_Ii,n = ∫ β*_Ii(r − R_I) ψ_n(r) d³r.

Define β_Ii(q) = Ω^(−1/2) ∫ β_Ii(u) exp(−iq·u) d³u. Inserting the plane waves and again setting r = R_I + u yields

P_Ii,n = Σ_G β*_Ii(k+G) exp[i(k+G)·R_I] c_n(G).

The position is once more in a phase. Between two plane waves, the nonlocal potential of ion I has the matrix element

exp[−i(G−G′)·R_I] Σ_ij β_Ii(k+G) D_ij β*_Ij(k+G′),

so k cancels and the structure factor of the difference G − G′ remains.

### Differentiating in a general basis

To see what is special about plane waves, allow basis functions that may move with the ions: ψ_n = Σ_μ φ_μ C_μn. Let ∂ denote the derivative with respect to one coordinate R of one ion.

First vary the orbitals at fixed R. The density changes by δn = 2Re Σ_n f_n δψ_n* ψ_n. The Hartree energy changes by ∫V_H δn and the exchange-correlation energy by ∫v_xc δn. The kinetic and pseudopotential terms are quadratic in the orbitals. Altogether

δE = 2Re Σ_n f_n ⟨δψ_n|H|ψ_n⟩,

where H is the Kohn–Sham Hamiltonian. The converged orbitals satisfy its equations within the basis:

⟨φ_μ|H − ε_n|ψ_n⟩ = 0 for every μ.

Now move the ion. The energy changes explicitly and through the orbitals:

dE/dR = (∂E/∂R)_ψ + 2Re Σ_n f_n ⟨dψ_n/dR|H|ψ_n⟩.

Write H = (H − ε_n) + ε_n. The last part gives ε_n times 2Re⟨dψ_n/dR|ψ_n⟩, which is the derivative of ⟨ψ_n|ψ_n⟩ = 1 and hence zero. For the first part use

dψ_n/dR = Σ_μ φ_μ dC_μn/dR + Σ_μ (∂φ_μ/∂R) C_μn.

The sum with dC_μn/dR vanishes by the equations within the basis. What survives is

F = −(∂E/∂R)_ψ − 2Re Σ_n f_n Σ_μ C*_μn ⟨∂φ_μ/∂R|H − ε_n|ψ_n⟩.

The first term is the Hellmann–Feynman force. The second is the Pulay term. The argument needs the occupied space to change smoothly with R. A gap between occupied and empty states, with equal occupations inside the occupied space, secures this as long as the self-consistent solution is an isolated minimum that follows R without branching; the cusp on the ring shows what happens when the gap closes.

For plane waves at fixed cell, k and cutoff, ∂φ_μ/∂R = 0. Each contribution to the Pulay term is zero, whatever the cutoff. The function (H − ε_n)ψ_n generally has components on omitted waves, as on the ring, but nothing in the force projects onto them.

There is a condition on the implementation. If E_xc is evaluated as a sum over N grid points,

E_xc = (Ω/N) Σ_j e[n(r_j)],

with e the energy per volume of a local functional, then H must contain the derivative of this sum: the values v_xc(r_j) = de/dn, with matrix elements taken on the same grid. Otherwise δE is not the expression above, and the response need not cancel; the leftover is first order in the mismatch of the potential.

### A basis function that rides on the ion

The opposite limit is a single real, even, normalized function φ(x − R) carried by an ion in one dimension. One electron feels the even potential v(x − R) of this ion and a fixed potential U(x). The kinetic energy and the mean value of v do not change with R, so

F = −(d/dR) ∫ φ²(x − R) U(x) dx = −∫ φ²(y) U′(y + R) dy.

The Hellmann–Feynman force is ∫ φ²(y) v′(y) dy, which vanishes because v′ is odd. In this case the whole force is the Pulay term. The cause is that the function is dragged through U without being able to adjust.

In a larger basis, split Σ_μ (∂φ_μ/∂R) C_μn into a part inside the span of the basis and a part outside. The inside part gives zero, because (H − ε_n)ψ_n is orthogonal to every basis function. A moving basis therefore needs a Pulay term to the extent that its derivatives leave its own span and overlap with (H − ε_n)ψ_n.

### Basis motion against incompleteness

A numerical model separates these two causes. It has ions A and B of charges 3 and 1 in a cubic cell of edge 7 bohr, four electrons in two bands, and exchange-only LDA, so correlation is left out. The parameters are round numbers, not those of real elements; the second half gives them. The Gaussian basis functions are themselves expanded in the 133 plane waves below a cutoff of 4 Ha.

Set 1 has two s Gaussians on each ion, of widths 0.8 and 1.5 bohr. Set 2 adds a p triplet of width 1.2 bohr, making ten functions. The x force on B, in Ha/bohr, is as follows.

Set 1: Hellmann–Feynman 0.3488; Pulay −0.1048; sum 0.2440.
Set 2: Hellmann–Feynman 0.2568; Pulay 0.0008; sum 0.2577.

The sums agree with differences of reconverged energies when the functions travel with the ions. When the same functions stay nailed in space while the ions move, the energy differences give 0.3488 and 0.2568, the Hellmann–Feynman values alone. The nailed basis is just as incomplete as the carried one, so it is the motion that creates the Pulay term.

One way p functions can help is direct: displacing exp(−r²/2w²) along x produces (x/w²) exp(−r²/2w²), a p Gaussian, and with p triplets of both widths 0.8 and 1.5 bohr the s functions on B contribute nothing to the Pulay term. This does not by itself explain set 2. A triplet of width 1.2 bohr on the fixed ion A alone already lowers the term to −0.0059 Ha/bohr, while the same triplet on the moving ion B alone gives −0.0238; added functions also change the orbitals and the residual (H − ε)ψ. The available width does not match exactly, and displacing the p functions in turn produces d-type parts (x² and xy times a Gaussian) that the set does not contain. The derivative Σ_μ (∂φ_μ/∂R) C_μn is therefore only partly represented. The fraction of its norm lying outside the span falls from 0.83 to 0.24. The norm of (H − ε)ψ falls much less, from 0.28 to 0.24 Ha. The Pulay term is an inner product, so its size also depends on relative directions and signs, and these two norms do not by themselves account for its fall by a factor of more than 100. Part of that fall is accidental. The s functions on B still contribute +0.0215 Ha/bohr, which the p functions on B almost cancel. The two bands contribute −0.0026 and +0.0034 and nearly cancel, and the term changes sign close to this width: with p widths of 1.0 and 1.4 bohr it is −0.0115 and +0.0153 Ha/bohr. At width 1.2 bohr the y and z components are −0.0043 and −0.0036 Ha/bohr.

Nor does a small Pulay term certify the energy. Set 2 gives −2.001 Ha, against −2.194 Ha with all 133 plane waves.

## Second half: the force formulas and their use

### Symbols and results carried over

The cell has volume Ω, ions at R_I and reciprocal vectors G. The orbitals have plane-wave coefficients c_n(G) at fixed k and occupations f_n; n(G) are the density coefficients. The local potential of an ion at the origin has coefficients v_I(G), its projectors have transforms β_Ii(k+G), and D_ij is their strength matrix. The position-dependent electronic energies are

E_loc = ∫_cell n(r) V_loc(r) d³r, V_loc(G) = Σ_I v_I(G) exp(−iG·R_I),

E_nl = Σ_n f_n Σ_I Σ_ij P*_Ii,n D_ij P_Ij,n,

P_Ii,n = Σ_G β*_Ii(k+G) exp[i(k+G)·R_I] c_n(G).

The first half showed that, for converged orbitals in this fixed basis, the force is minus the derivative of the energy at frozen c_n(G), with no Pulay term. That derivative can now be written out.

### The local force

The density is real, so n(r) = Σ_G n*(G) exp(−iG·r). Multiplying by V_loc(r) = Σ_G′ V_loc(G′) exp(iG′·r) and integrating over the cell keeps G′ = G:

E_loc = Ω Σ_G n*(G) V_loc(G).

Differentiating the phase brings down −iG, and the minus sign of the force reverses it:

F_I,loc = Ω Σ_G iG v_I(G) exp(−iG·R_I) n*(G).

The terms at G and −G are complex conjugates, because v_I(−G) = v_I*(G) and n(−G) = n*(G). The sum is therefore real.

In real space the formula reads F_I,loc = ∫ n(r) ∇v_I(r − R_I) d³r over all space. This fixes the sign: if extra electrons lie at larger x, in a region where v_I rises with distance from the ion, as it does in its Coulomb tail, then ∂v_I/∂x is positive there and the ion is pulled towards them. Inside a core region where v_I falls with distance, they push it away. As a limit, let the density have inversion symmetry about R_I. Then n(G) = exp(−iG·R_I) s(G) with s real and even. The phases cancel, the summand is odd in G for a spherical v_I, and the force vanishes.

The term G = 0 needs a comment. With total ionic charge Z_tot and N_e electrons, the Hartree, local and ion-ion energies diverge at small G as

(2π/ΩG²)(N_e² − 2N_e Z_tot + Z_tot²) = (2π/ΩG²)(N_e − Z_tot)²,

which vanishes for a neutral cell. What remains of v_I(0) is Ω^(−1) ∫ (v_I + Z_I/r) d³r. It has no phase and gives no force.

### The nonlocal force

Differentiating P†DP produces two terms, which are complex conjugates because D is Hermitian. Hence

F_I,nl = −2Re Σ_n f_n Σ_ij P*_Ii,n D_ij ∂P_Ij,n/∂R_I,

∂P_Ij,n/∂R_I = Σ_G i(k+G) β*_Ij(k+G) exp[i(k+G)·R_I] c_n(G).

The projector transform is not differentiated; each plane wave merely acquires a factor i(k+G). The part with k contributes ik P†DP. Since P†DP is real, this is imaginary and drops out of the real part. One may therefore insert iG instead, in agreement with the matrix element that depends on G − G′. In the model below this replacement changes the force by less than 10⁻¹⁵ Ha/bohr.

If the orbital is a single plane wave, then ∂P/∂R_I = i(k+G)P and the force vanishes by the same argument. Moving the ion through a single plane wave changes only the phase of P. Uniformity of the total density would not be enough, because the nonlocal force depends on the orbitals themselves and not on the density alone.

### The ion-ion force

The ions are point charges Z_I in a neutralizing background. With a splitting parameter η, write

1/r = erfc(ηr)/r + erf(ηr)/r.

The first part is summed directly. The second is the potential of a Gaussian charge, with transform (4π/G²) exp(−G²/4η²), and is summed over G. That sum includes the interaction of each charge with itself; since erf(ηr)/r tends to 2η/√π at r = 0, the excess is (η/√π) Σ_I Z_I². The background also cancels the average of the short-range part, whose integral over space is π/η². With S(G) = Σ_I Z_I exp(−iG·R_I) and d = R_I − R_J − T,

E_ion = ½ Σ_IJT′ Z_I Z_J erfc(ηd)/d + (2π/Ω) Σ_G≠0 exp(−G²/4η²) |S(G)|²/G² − (η/√π) Σ_I Z_I² − πZ_tot²/(2Ωη²).

The prime omits d = 0. The last two terms do not contain positions. In the direct sum each pair occurs twice, which cancels the factor ½ in the force:

F_I,direct = Σ_JT′ Z_I Z_J [erfc(ηd)/d² + (2η/√π) exp(−η²d²)/d] **d**/d,

where **d** is the vector of length d. For the reciprocal part, ∂|S|²/∂R_I = 2Re[S*(−iG) Z_I exp(−iG·R_I)], so

F_I,rec = (4πZ_I/Ω) Σ_G≠0 [exp(−G²/4η²)/G²] G Re[i exp(−iG·R_I) S*(G)].

Here the statement that structure factors alone are differentiated needs its qualification: it holds for the electronic terms, while the direct ionic sum differentiates a function of distance. As η grows the direct sum tends to zero and the structure factors take over, at the price of more G vectors. The total does not depend on η.

### A worked case

The local potential of each model ion is

v(r) = −Z erf[r/(√2 r_c)]/r + C exp(−r²/2r_c²).

Ion A has Z = 3, r_c = 0.7 bohr and C = 0. Ion B has Z = 1, r_c = 0.5 bohr and C = −0.5 Ha. The erf term is again the potential of a Gaussian charge, so for G ≠ 0

v(G) = Ω^(−1) exp(−G²r_c²/2) [−4πZ/G² + C(2π)^(3/2) r_c³].

The projectors are normalized Gaussians. An s projector of width w has the transform

β_s(q) = Ω^(−1/2) (πw²)^(−3/4) (2πw²)^(3/2) exp(−q²w²/2).

A p projector is √2 x_a/w times the s function. In the transform, x_a becomes i∂/∂q_a, which brings down −iw²q_a; thus β_p,a(q) = −i√2 w q_a β_s(q).

Ion A has s projectors of widths 0.6 and 0.9 bohr, with diagonal strengths 0.5 and 0.2 Ha and coupling 0.1 Ha, and a p triplet of width 0.7 bohr and strength 0.2 Ha. Ion B has one s projector of width 0.5 bohr and strength 0.2 Ha. The positions are (0.3, 0.4, 0.5) and (1.9, 1.6, 1.4) bohr, a distance of 2.193 bohr. All three components of k are 0.25 in units of 2π/L, with L = 7 bohr. The gap at this k is 0.062 Ha.

At the 4 Ha cutoff the x force on B is, in Ha/bohr,

F = −0.17558 (local) + 0.02985 (nonlocal) + 0.39925 (ion-ion) = 0.25352,

or 13.04 eV/Å. It points away from A: at this distance the ionic repulsion outweighs the electronic attraction. All six force components agree with differences of reconverged energies, the largest deviation being 5 × 10⁻¹⁰ Ha/bohr.

The orbitals are far from passive. When B moves along x and the orbitals are reconverged, the contributions to −dE/dx differ from their frozen values by, in Ha/bohr,

kinetic: +0.11307
Hartree: +0.08581
exchange: −0.03058
local: −0.42645 − (−0.17558) = −0.25087
nonlocal: 0.11242 − 0.02985 = +0.08257

These add to zero at the digits shown. The kinetic energy does change as the ion moves; what vanishes is the total response.

### Consistent is not converged

With 45, 133 and 238 plane waves, at cutoffs of 2, 4 and 6 Ha, the x force on B is 0.2707, 0.2535 and 0.2514 Ha/bohr. At each cutoff it agrees with the energy difference taken at that cutoff. The force is the slope of the energy surface actually computed, while the surface itself still depends on the basis. Agreement with energy differences therefore does not show that the cutoff is sufficient.

A different error comes from stopping the self-consistency early. Add an error of order λ to the orbitals and restore orthonormality. The first-order change of the energy is 2Re Σ_n f_n ⟨δψ_n|H|ψ_n⟩, which vanishes by the argument of the first half, so the energy error is of order λ². The force formula is another quadratic function of the orbitals, but it is not stationary at the converged state. Its error generally begins at order λ.

With a random admixture of relative size λ = 10⁻³, the energy error is 9.25 × 10⁻⁶ Ha and the norm of the error over all six force components is 1.32 × 10⁻⁴ Ha/bohr. At λ = 10⁻⁴ the errors fall by factors of 100.00 and 9.99. An energy that has settled to a given number of digits does not guarantee as many in the force.

### The net force

Shift all ions by the same vector s, and take as trial orbitals the old ones shifted along. Their coefficients are c_n(G) exp[−i(k+G)·s], which lie in the same basis. Every |c_n(G)|² is unchanged, so the kinetic energy is too. The density coefficient becomes n(G) exp(−iG·s); this leaves |n(G)|² unchanged and cancels the phase of V_loc(G). The projections P do not change, nor do ionic distances.

The grid sum for E_xc is the exception, since the grid stays behind. To first order the trial energy has the slope of the converged one, because an orthonormal change of orbitals within the basis costs nothing at that order. As the density at a fixed point changes by −s·∇n,

Σ_I F_I = (Ω/N) Σ_j v_xc(r_j) ∇n(r_j).

For a local functional v_xc ∇n = ∇e(n), whose integral over a periodic cell is zero. A net force can therefore appear from the grid sum without any Pulay term and without any error in the differentiation.

In the model, on a grid of 16³ points, both sides are below 3 × 10⁻¹¹ Ha/bohr in every component. They agree within the tolerance of 10⁻⁹, but values so small check little more than that both are negligible here. The cancellation applies to the total. The local x forces on the two ions add to 0.26758 − 0.17558 = 0.09200 Ha/bohr, and the nonlocal ones to −0.12185 + 0.02985 = −0.09200.

### Where further terms enter

With smeared occupations, the f_n change with R and add Σ_n ε_n df_n/dR to dE/dR. For the free energy E − τS_e, with electronic temperature τ, entropy S_e and chemical potential μ, equilibrium occupations satisfy τ ∂S_e/∂f_n = ε_n − μ. The remainder μ Σ_n df_n/dR vanishes at fixed electron number. The force formula is then minus the derivative of the free energy, not of E.

With a nonlinear core correction, E_xc depends on n plus core densities attached to the ions. If these are built from coefficients n_c,I(G) exp(−iG·R_I), the additional force is

F_I,core = Ω Σ_G iG n_c,I(G) exp(−iG·R_I) v_xc*(G),

with v_xc(G) taken from the grid values. This too differentiates a phase.

With an ultrasoft pseudopotential, orthonormality reads ⟨ψ_n|S|ψ_n⟩ = 1, with an overlap operator S that moves with the ions. Its derivative gives 2Re⟨dψ_n/dR|S|ψ_n⟩ = −⟨ψ_n|∂S/∂R|ψ_n⟩. The step that gave zero in the first half now adds Σ_n f_n ε_n ⟨ψ_n|∂S/∂R|ψ_n⟩ to the force, besides the explicit derivative of the augmentation charge.

Finally, the derivation holds the cell fixed. A strain changes the wave vectors k+G, and with them the basis functions themselves. The condition ∂φ_μ/∂R = 0 concerns ion positions and says nothing about stress.

The numerical check accompanying this text compares the transforms with direct integration and the forces with energy differences.

Table of computed values

```
cell edge 7.0 bohr, grid 16^3, k = [0.25 0.25 0.25] (2 pi/L)
ion A: Z=3, rloc=0.7 bohr, C1=0.0 Ha, R=[0.3 0.4 0.5] bohr
  projectors (type, width/bohr): [('s', 0.6), ('s', 0.9), ('p', 0.7)]
ion B: Z=1, rloc=0.5 bohr, C1=-0.5 Ha, R=[1.9 1.6 1.4] bohr
  projectors (type, width/bohr): [('s', 0.5)]
D of A (Ha): s block [[0.5, 0.1], [0.1, 0.2]], p 0.2; D of B: 0.2
ion distance 2.1932 bohr
cutoff 4.0 Ha, 133 plane waves
lowest three band energies (Ha):  -0.1689493   0.0354387   0.0971504
gap at this k 0.06171 Ha; total energy -2.19383769 Ha
forces (Ha/bohr), components x y z
  A local          0.2675758   0.1826516   0.1180079
  A nonlocal      -0.1218512  -0.0665169  -0.0290426
  A ion-ion       -0.3992456  -0.3064797  -0.2324742
  A total         -0.2535209  -0.1903449  -0.1435089
  A energy diff.  -0.2535209  -0.1903449  -0.1435089
  A total (eV/angstrom) -13.0365697  -9.7879291  -7.3795268
  B local         -0.1755759  -0.1379042  -0.1046734
  B nonlocal       0.0298513   0.0217695   0.0157081
  B ion-ion        0.3992456   0.3064797   0.2324742
  B total          0.2535209   0.1903449   0.1435089
  B energy diff.   0.2535209   0.1903449   0.1435089
  B total (eV/angstrom)  13.0365697   9.7879291   7.3795268
largest deviation total - energy diff. 5.2e-10 Ha/bohr
change on replacing k+G by G 8.0e-17 Ha/bohr
-dE/dx of ion B by term (Ha/bohr): frozen orbitals, relaxed orbitals
  kinetic   -0.0000000   0.1130689
  Hartree    0.0000000   0.0858085
  exchange  -0.0000000  -0.0305772
  local     -0.1755759  -0.4264487
  nonlocal   0.0298513   0.1124238
  ion-ion    0.3992456   0.3992456
  sum        0.2535209   0.2535209
cutoff (Ha), plane waves, x force on B: formula, energy diff. (Ha/bohr)
  2.0   45   0.2706564   0.2706564
  4.0  133   0.2535209   0.2535209
  6.0  238   0.2513756   0.2513756
Gaussians per ion (type, width/bohr): set 1 [('s', 0.8), ('s', 1.5)], set 2 [('s', 0.8), ('s', 1.5), ('p', 1.2)]
  functions in all: set 1 4, set 2 10
  total energy (Ha)                         -1.9333398  -2.0012845
  norm of (H-eps)psi (Ha)                    0.2808507   0.2429276
  derivative outside span (fraction)         0.8275022   0.2442108
  x force on B, Hellmann-Feynman (Ha/bohr)   0.3488077   0.2568386
  energy diff., basis nailed (Ha/bohr)       0.3488077   0.2568386
  energy diff., basis carried (Ha/bohr)      0.2439608   0.2576578
  Pulay term (Ha/bohr)                      -0.1048469   0.0008192
orbital error, energy error (Ha), force error norm (Ha/bohr)
  1e-03 9.2524e-06 1.3200e-04
  1e-04 9.2524e-08 1.3212e-05
  ratios: energy 100.00, force 9.99
net force (Ha/bohr):     -3.6822e-12 -6.6907e-12 -2.6122e-11
grid sum of v_x grad n:  -1.4286e-13 -7.7314e-12 -2.1074e-11
```
